# Exchange from On-Site Quantities, a Spin-Split Chain, and the Mean-Field Curie Temperature: a numerical check

```python
"""Sum rule for the exchange constant J_0 and the mean-field Curie temperature.

Result under test, for E = -sum_{i != j} J_ij e_i.e_j (each pair counted twice):
  J_0j = (1/4 pi) Im int^EF Tr[D_0 Gup_0j D_j Gdn_j0] dE
  J_0  = sum_{j != 0} J_0j
       = -(1/4 pi) Im int^EF Tr[D_0 (Gup_00 - Gdn_00) + D_0 Gup_00 D_0 Gdn_00] dE
  k T_c = 2 J_0 / 3 in mean field.
D_i: spin splitting of site i (minority minus majority level), Gup, Gdn: Green
functions of the two spins, EF: Fermi energy. Energies are in eV inside the code.
Energy integrals run along EF + i y, where Im int^EF F dE = -Re int_0^inf F dy.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import block_diag
from scipy.optimize import brentq

STEP = 0.1
Y = np.exp(np.arange(-30.0, 30.0, STEP))   # logarithmic grid on the vertical path
WEIGHT = STEP * Y
HOP = 1.0                                  # band energy is -2 HOP cos k
MEV = 1000.0


def exchange_integral(F):
    """(1/4 pi) Im int^EF F dE from values of F on the vertical path (last axis)."""
    return -np.sum(WEIGHT * np.real(F), axis=-1) / (4 * np.pi)


def chain_green(x):
    """On-site Green function and decay factor per site of the infinite chain."""
    q = -x / (2 * HOP)
    root = np.sqrt(q - 1 + 0j) * np.sqrt(q + 1 + 0j)
    return -1 / (2 * HOP * root), 1 / (q + root)


def chain_exchange(split, fermi, distances):
    """Pair constants J_R and the on-site J_0; spin levels at -split/2, +split/2."""
    z = fermi + 1j * Y
    g_up, lam_up = chain_green(z + split / 2)
    g_dn, lam_dn = chain_green(z - split / 2)
    log_decay = np.log(lam_up) + np.log(lam_dn)
    F = split**2 * g_up * g_dn * np.exp(distances[:, None] * log_decay)
    onsite = split * (g_up - g_dn) + split**2 * g_up * g_dn
    return exchange_integral(F), -exchange_integral(onsite)


def grand_potential(H0, B, angles, fermi):
    """Zero-temperature sum of (E - EF) with local moments turned in the xz plane."""
    Bc, Bs = B * np.cos(angles)[:, None], B * np.sin(angles)[:, None]
    H = np.block([[H0 - Bc / 2, -Bs / 2], [-Bs / 2, H0 + Bc / 2]])
    E = np.linalg.eigvalsh(H)
    return np.sum(E[E < fermi] - fermi)


# Chain Green function against an explicit sum over wave vectors
k_grid = 2 * np.pi * np.arange(400) / 400
z_test = 0.3 + 0.4j
g_test, lam_test = chain_green(z_test)
for R in (0, 1, 4):
    explicit = np.mean(np.exp(1j * k_grid * R) / (z_test + 2 * HOP * np.cos(k_grid)))
    assert abs(explicit - g_test * lam_test**R) < 1e-10

# Main chain: only the majority band is occupied, up to k_F = pi/3
split = 3.0
k_fermi = np.pi / 3
fermi = -split / 2 - 2 * HOP * np.cos(k_fermi)
R_list = np.arange(1, 81)
J_R, J0 = chain_exchange(split, fermi, R_list)
partial = 2 * np.cumsum(J_R)
assert abs(partial[-1] - J0) < 1e-10

# On-site J_0 from a real wave-vector integral
filling = k_fermi / np.pi
term_moment = split * filling / 4
term_onsite = split**2 / (4 * np.pi) * quad(
    lambda k: 1 / np.sqrt((split + 2 * HOP * np.cos(k))**2 - 4 * HOP**2),
    0, k_fermi)[0]
assert abs(term_moment - term_onsite - J0) < 1e-9

# Exponential decay set by the minority state at the Fermi energy
decay = chain_green(fermi - split / 2)[1].real
ratio = J_R[65] / J_R[59] * 66 / 60
assert abs(ratio / decay**6 - 1) < 0.05

# Ferromagnetic order is the leading mean-field instability
q_grid = np.linspace(0, np.pi, 181)
J_q = 2 * np.cos(np.outer(q_grid, R_list)) @ J_R
assert np.argmax(J_q) == 0

# Energies of a finite ring with turned moments; finite-size error is about 1/N^2
N = 201
ring = -HOP * (np.roll(np.eye(N), 1, axis=0) + np.roll(np.eye(N), -1, axis=0))
ring_B = split * np.eye(N)
theta = 0.02


def ring_energy(turned):
    angles = np.zeros(N)
    for site, angle in turned.items():
        angles[site] = angle
    return grand_potential(ring, ring_B, angles, fermi)


ring_J0 = (ring_energy({0: theta}) - ring_energy({})) / theta**2
ring_J = [(ring_energy({0: theta, R: -theta}) - ring_energy({0: theta, R: theta}))
          / (4 * theta**2) for R in (1, 2)]
assert abs(ring_J0 - J0) < 1e-4
assert abs(ring_J[0] - J_R[0]) < 1e-4 and abs(ring_J[1] - J_R[1]) < 1e-4

# Second chain: both bands cross the Fermi energy, J_R falls only as 1/R
split_b, fermi_b = 1.0, -1.0
R_long = np.arange(1, 1001)
J_R_b, J0_b = chain_exchange(split_b, fermi_b, R_long)
partial_b = 2 * np.cumsum(J_R_b)
k_up = np.arccos(-(fermi_b + split_b / 2) / (2 * HOP))
k_dn = np.arccos(-(fermi_b - split_b / 2) / (2 * HOP))
speed_sum = 2 * HOP * (np.sin(k_up) + np.sin(k_dn))
amplitude = split_b**2 / (4 * np.pi * speed_sum)
tail = amplitude * np.cos((k_up + k_dn) * R_long)
assert np.max(np.abs(J_R_b * R_long - tail)[199:260]) < 0.03 * amplitude
bound = 2 * amplitude / (1000 * np.sin((k_up + k_dn) / 2))
assert abs(partial_b[-1] - J0_b) < 1.05 * bound

# Cluster of five inequivalent sites with two orbitals each
rng = np.random.default_rng(5)
sites, orb = 5, 2
dim = sites * orb
A = rng.normal(size=(dim, dim))
H0 = 0.4 * (A + A.T)
blocks = []
for _ in range(sites):
    M = rng.normal(size=(orb, orb))
    blocks.append(np.eye(orb) + 0.2 * M @ M.T)
B = block_diag(*blocks)
levels = np.sort(np.concatenate([np.linalg.eigvalsh(H0 - B / 2),
                                 np.linalg.eigvalsh(H0 + B / 2)]))
gap_index = 5 + np.argmax(np.diff(levels)[5:13])
fermi_c = (levels[gap_index] + levels[gap_index + 1]) / 2


def block(G, i, j):
    return G[..., i * orb:(i + 1) * orb, j * orb:(j + 1) * orb]


def onsite_bracket(D, up, dn):
    """Trace of D (up - dn) + D up D dn for one site."""
    return np.trace(D @ (up - dn) + D @ up @ D @ dn, axis1=-2, axis2=-1)


def cluster_exchange(H_up, H_dn):
    """J_0 of site 0 from pairs and from on-site blocks."""
    z = (fermi_c + 1j * Y)[:, None, None] * np.eye(dim)
    G_up, G_dn = np.linalg.inv(z - H_up), np.linalg.inv(z - H_dn)
    pairs = 0.0
    for j in range(1, sites):
        F = blocks[0] @ block(G_up, 0, j) @ blocks[j] @ block(G_dn, j, 0)
        pairs += exchange_integral(np.trace(F, axis1=-2, axis2=-1))
    F0 = onsite_bracket(blocks[0], block(G_up, 0, 0), block(G_dn, 0, 0))
    return pairs, -exchange_integral(F0)


cl_pairs, cl_onsite = cluster_exchange(H0 - B / 2, H0 + B / 2)
turn = np.zeros(dim)
turn[:orb] = 0.01
E0, E1, E2 = [grand_potential(H0, B, s * turn, fermi_c) for s in (0, 1, 2)]
cl_energy = (16 * (E1 - E0) - (E2 - E0)) / (12 * 0.01**2)
assert abs(cl_pairs - cl_onsite) < 1e-9
assert abs(cl_energy - cl_onsite) < 1e-5

# Same integrand from energy-dependent t-matrices and the scattering path operator
for z in (-0.7 + 0.3j, 0.5 + 0.8j):
    host = np.linalg.inv(z * np.eye(dim) - H0)
    host_sites = block_diag(*[block(host, i, i) for i in range(sites)])
    inv_t, path, green = [], [], []
    for sign in (-1, 1):
        V = sign * B / 2
        t = V @ np.linalg.inv(np.eye(dim) - host_sites @ V)
        inv_t.append(np.linalg.inv(t))
        path.append(np.linalg.inv(inv_t[-1] - (host - host_sites)))
        green.append(np.linalg.inv(z * np.eye(dim) - H0 - V))
    D_t = block(inv_t[0] - inv_t[1], 0, 0)
    from_t = onsite_bracket(D_t, block(path[0], 0, 0), block(path[1], 0, 0))
    from_G = onsite_bracket(blocks[0], block(green[0], 0, 0), block(green[1], 0, 0))
    assert abs(from_t - from_G) < 1e-9

# Spin-dependent hopping must break the on-site formula
C = rng.normal(size=(dim, dim))
K = 0.3 * (C + C.T)
K = K - block_diag(*[block(K, i, i) for i in range(sites)])
bad_pairs, bad_onsite = cluster_exchange(H0 - (B + K) / 2, H0 + (B + K) / 2)
assert abs(bad_pairs - bad_onsite) > 1e-3

# Mean field: thermal average over directions of one classical unit vector
cosines, c_weight = np.polynomial.legendre.leggauss(60)


def thermal_moment(field_over_kT):
    boltz = c_weight * np.exp(field_over_kT * cosines)
    return np.sum(boltz * cosines) / np.sum(boltz)


small_m = 1e-3
kT_numeric = brentq(lambda kT: thermal_moment(2 * partial[-1] * small_m / kT)
                    - small_m, 0.1 * J0, 2 * J0)
kT_c = 2 * J0 / 3
assert abs(kT_numeric / kT_c - 1) < 1e-5
T_c = kT_c * constants.e / constants.k

print("MAIN CHAIN, minority band empty")
print(f"hopping t = {HOP:.1f} eV, splitting = {split:.1f} eV")
print(f"Fermi energy (from mean of spin levels) = {fermi:.3f} eV")
print(f"k_F = {k_fermi:.5f} rad per site, electrons per site = {filling:.5f}")
for R in range(1, 7):
    print(f"J_R at R = {R}: {MEV * J_R[R - 1]:.5f} meV")
for R in (1, 2, 3, 5, 10):
    print(f"twice the sum of J_R up to R = {R}: {MEV * partial[R - 1]:.6f} meV")
print(f"J_0 from on-site formula = {MEV * J0:.6f} meV")
print(f"  moment term = {MEV * term_moment:.4f} meV")
print(f"  subtracted on-site product term = {MEV * term_onsite:.4f} meV")
print(f"decay factor per site at the Fermi energy = {decay:.5f}")
print(f"J(q = pi) = {MEV * J_q[-1]:.4f} meV")
print(f"ring of {N} sites, turning angle = {theta:.2f} rad")
print(f"  J_0 from energies = {MEV * ring_J0:.4f} meV")
print(f"  J_1 from energies = {MEV * ring_J[0]:.4f} meV")
print(f"  J_2 from energies = {MEV * ring_J[1]:.4f} meV")
print(f"mean-field k T_c = {MEV * kT_c:.4f} meV")
print(f"k T_c from numerical self-consistency = {MEV * kT_numeric:.4f} meV")
print(f"mean-field T_c = {T_c:.1f} K")
print("SECOND CHAIN, both bands occupied")
print(f"splitting = {split_b:.1f} eV, Fermi energy = {fermi_b:.1f} eV")
print(f"k_up = {k_up:.4f}, k_down = {k_dn:.4f} rad per site")
print(f"amplitude of R J_R at large R = {MEV * amplitude:.3f} meV")
for R in (10, 100, 1000):
    print(f"twice the sum of J_R up to R = {R}: {MEV * partial_b[R - 1]:.4f} meV")
print(f"J_0 from on-site formula = {MEV * J0_b:.4f} meV")
print("CLUSTER, five sites with two orbitals")
print(f"J_0 from pairs = {MEV * cl_pairs:.4f} meV")
print(f"J_0 from on-site blocks = {MEV * cl_onsite:.4f} meV")
print(f"J_0 from energies = {MEV * cl_energy:.4f} meV")
print(f"spin-dependent hopping: pair sum = {MEV * bad_pairs:.3f} meV")
print(f"spin-dependent hopping: on-site formula = {MEV * bad_onsite:.3f} meV")
print("all tests passed")
```

Output:

```
MAIN CHAIN, minority band empty
hopping t = 1.0 eV, splitting = 3.0 eV
Fermi energy (from mean of spin levels) = -2.500 eV
k_F = 1.04720 rad per site, electrons per site = 0.33333
J_R at R = 1: 32.97464 meV
J_R at R = 2: 2.82341 meV
J_R at R = 3: -0.47012 meV
J_R at R = 4: -0.21138 meV
J_R at R = 5: -0.02506 meV
J_R at R = 6: 0.00481 meV
twice the sum of J_R up to R = 1: 65.949288 meV
twice the sum of J_R up to R = 2: 71.596107 meV
twice the sum of J_R up to R = 3: 70.655877 meV
twice the sum of J_R up to R = 5: 70.182986 meV
twice the sum of J_R up to R = 10: 70.197922 meV
J_0 from on-site formula = 70.197915 meV
  moment term = 250.0000 meV
  subtracted on-site product term = 179.8021 meV
decay factor per site at the Fermi energy = 0.26795
J(q = pi) = -59.7294 meV
ring of 201 sites, turning angle = 0.02 rad
  J_0 from energies = 70.2020 meV
  J_1 from energies = 32.9738 meV
  J_2 from energies = 2.8250 meV
mean-field k T_c = 46.7986 meV
k T_c from numerical self-consistency = 46.7986 meV
mean-field T_c = 543.1 K
SECOND CHAIN, both bands occupied
splitting = 1.0 eV, Fermi energy = -1.0 eV
k_up = 1.3181, k_down = 0.7227 rad per site
amplitude of R J_R at large R = 24.415 meV
twice the sum of J_R up to R = 10: -14.5567 meV
twice the sum of J_R up to R = 100: -16.3559 meV
twice the sum of J_R up to R = 1000: -16.1382 meV
J_0 from on-site formula = -16.1335 meV
CLUSTER, five sites with two orbitals
J_0 from pairs = 0.0510 meV
J_0 from on-site blocks = 0.0510 meV
J_0 from energies = 0.0510 meV
spin-dependent hopping: pair sum = 33.611 meV
spin-dependent hopping: on-site formula = 47.006 meV
all tests passed
```
